\section*{Coupling of Two Dipoles in Separate Cavities Inside a Dielectric}

\section{Problem}

An excited donor molecule passes its energy to an acceptor at distance $R$. Both are embedded in an infinite, isotropic, lossless dielectric with a local response. Its relative permittivity at the transition frequency $\omega$ is $\varepsilon\ge 1$. The dielectric does not penetrate the molecules: each sits at the centre of its own empty spherical cavity, with radii $a_D$ and $a_A$, and the cavities do not overlap. The molecules are represented by fixed point transition dipoles $\mathbf d_D=d_D\mathbf u_D$ and $\mathbf d_A=d_A\mathbf u_A$, taken real, and have no further polarizability. The unit vector $\mathbf e$ points from donor to acceptor. The distance is short compared with the wavelength, $n\omega R/c\ll1$ with $n=\sqrt\varepsilon$, so that retardation can be neglected.

In vacuum the coupling would be
\begin{equation}
V_0=\frac{\kappa\,d_Dd_A}{4\pi\varepsilon_0R^3},\qquad
\kappa=\mathbf u_D\cdot\mathbf u_A-3(\mathbf u_D\cdot\mathbf e)(\mathbf u_A\cdot\mathbf e).
\label{vac}
\end{equation}
Write the coupling in the medium as $V=sV_0$.

\begin{enumerate}
\item Estimate $s$ by scaling.
\item Solve the field problem for cavities small compared with $R$, and find $s$.
\item Under what condition is the estimate correct, and how far off is it otherwise?
\item How does the result begin to fail when the cavities approach each other?
\end{enumerate}

\section{First estimate by scaling}

In a uniform dielectric without cavities, the potential of a charge density $\rho$ obeys $\varepsilon\nabla^2\phi=-\rho/\varepsilon_0$. Multiplying $\varepsilon$ by a number divides $\phi$ by the same number, so every field of a given source is $1/\varepsilon$ times its vacuum value. This suggests
\begin{equation}
s_{\rm est}=\frac1\varepsilon .
\label{est}
\end{equation}

It is tempting to add that small cavities cannot matter, since they fill a negligible part of the space between the molecules. Dimensional analysis does not support this. Close to the donor, the only length in the problem is $a_D$. Seen from far away, the donor with its cavity is a dipole of some strength $d_D f(\varepsilon)$. Since $f$ is dimensionless and $\varepsilon$ is the only dimensionless parameter, $f$ cannot depend on $a_D$. The same holds for the ratio of the field inside the acceptor cavity to the field applied to it. Shrinking the cavities therefore does not remove their effect. Scaling leaves a function of $\varepsilon$ open, and only the boundary conditions can fix it.

Scaling does say when the two cavities disturb each other. A sphere of radius $a$ in a field $E$ responds with a dipole field of order $Ea^3/R^3$ at distance $R$. To change the field at the acceptor, the acceptor's response must travel to the donor cavity and back, which gives a relative change of order $a_D^3a_A^3/R^6$.

\section{Solution}

\subsection{Coupling energy from a field}

The coupling is the matrix element between the states ``donor excited'' and ``acceptor excited''. The medium follows the dipoles linearly, with the response $\varepsilon$ at frequency $\omega$. The matrix element is then the part of the electrostatic energy that is bilinear in the two dipoles, with the transition dipoles inserted.

Let $\varepsilon(\mathbf r)$ be the permittivity including the cavities, and let $\phi_D,\phi_A$ be the potentials of the two sources $\rho_D,\rho_A$, each calculated with both cavities present:
\begin{equation}
\nabla\cdot[\varepsilon(\mathbf r)\nabla\phi_j]=-\rho_j/\varepsilon_0 ,\qquad j=D,A.
\end{equation}
Multiply the equation for $D$ by $\phi_A$, the equation for $A$ by $\phi_D$, subtract and integrate over all space. The left side is the integral of $\nabla\cdot[\varepsilon(\phi_A\nabla\phi_D-\phi_D\nabla\phi_A)]$. It becomes a surface term at infinity, which vanishes for dipole fields. Hence $\int\rho_D\phi_A=\int\rho_A\phi_D$. The two cross terms of the energy $\frac12\int\rho\phi$ are therefore equal, and with $\rho_A=-\mathbf d_A\cdot\nabla\delta(\mathbf r-\mathbf r_A)$ their sum is
\begin{equation}
V=\int\rho_A\phi_D\,d^3r=\mathbf d_A\cdot\nabla\phi_D(\mathbf r_A)
=-\mathbf d_A\cdot\mathbf E_D(\mathbf r_A).
\label{V}
\end{equation}
The middle step is an integration by parts. The field $\mathbf E_D(\mathbf r_A)$ is that of the donor at the centre of the acceptor cavity, with this cavity in place but its dipole absent.

In the two single-cavity problems below, the inside of the cavity is given a permittivity $\varepsilon_i$. The posed problem has $\varepsilon_i=1$; the general value also contains the case without a wall, $\varepsilon_i=\varepsilon$.

\subsection{The field that leaves the donor cavity}

Take the donor cavity alone, with the origin at its centre and $\theta$ measured from $\mathbf d_D$. Let $q=d_D/(4\pi\varepsilon_0)$. The source varies as $\cos\theta$, and a spherical wall does not mix different multipoles, so the potential has this angular form everywhere:
\begin{align}
\phi_{\rm in}&=\Big(\frac{q}{\varepsilon_i r^2}+Ar\Big)\cos\theta, &
\phi_{\rm out}&=\frac{B}{r^2}\cos\theta .
\end{align}
Inside, the first term is the dipole itself and the second is the regular field of the wall. Outside, the potential must decay. Continuity of $\phi$ at $r=a_D$, multiplied by $a_D^2$, gives
\begin{equation}
\frac{q}{\varepsilon_i}+Aa_D^3=B .
\label{c1}
\end{equation}
Continuity of the normal displacement, $-\varepsilon\,\partial\phi/\partial r$ with the permittivity of each side, multiplied by $a_D^3$, gives
\begin{equation}
2q-\varepsilon_iAa_D^3=2\varepsilon B .
\end{equation}
Insert $Aa_D^3=B-q/\varepsilon_i$ from (\ref{c1}). The left side becomes $2q-\varepsilon_iB+q$, so that $3q=(2\varepsilon+\varepsilon_i)B$ and
\begin{equation}
B=\frac{3}{2\varepsilon+\varepsilon_i}\,q .
\label{B}
\end{equation}
The outside field is the vacuum dipole field times $3/(2\varepsilon+\varepsilon_i)$. As the scaling argument required, $a_D$ has dropped out.

For an empty cavity the factor is $3/(2\varepsilon+1)$, which exceeds $1/\varepsilon$ when $\varepsilon>1$. This value is fixed by the wall conditions for a $\cos\theta$ field, not simply by the removal of medium: a point charge at the centre of the same cavity would, by Gauss's law for the displacement, still be screened by exactly $1/\varepsilon$.

The wall also acts back on the donor. For $\varepsilon_i=1$ the reaction field is $-A=2(\varepsilon-1)q/[(2\varepsilon+1)a_D^3]$, parallel to the dipole. It does depend on the radius. A polarizable molecule would respond to it, and its dipole would change with $a_D$; this is why the dipoles were assumed fixed.

\subsection{The field that enters the acceptor cavity}

Now take the acceptor cavity alone in a uniform field $E_0$, with the origin at its centre and $\theta$ measured from the field. The potentials are
\begin{align}
\phi_{\rm in}&=-Fr\cos\theta, &
\phi_{\rm out}&=\Big(-E_0r+\frac{C}{r^2}\Big)\cos\theta .
\end{align}
Continuity of $\phi$ at $r=a_A$ gives $C=(E_0-F)a_A^3$. Continuity of the normal displacement gives
\begin{equation}
\varepsilon_iF=\varepsilon\Big(E_0+\frac{2C}{a_A^3}\Big)=\varepsilon(3E_0-2F),
\end{equation}
and therefore
\begin{equation}
F=\frac{3\varepsilon}{2\varepsilon+\varepsilon_i}\,E_0 .
\label{F}
\end{equation}
For an empty cavity $F>E_0$. Bound charges on the wall, positive on the side from which the field comes and negative on the other, add to the field inside.

The donor field is not uniform over the acceptor cavity. Around the acceptor centre, however, its potential is a source-free solution of Laplace's equation. It can be expanded in regular terms $r^l$ times a spherical harmonic of order $l$. The wall changes the amplitude of each term without mixing them. Terms with $l\ge2$ have zero gradient at $r=0$, and the constant $l=0$ gives no field. Only $l=1$ acts on a dipole at the centre, and for it (\ref{F}) holds with $E_0$ equal to the incoming field at the centre. The non-uniformity of the donor field thus brings no correction at this stage.

\subsection{The product}

By (\ref{B}), the field arriving at the acceptor position is
\begin{equation}
\mathbf E_0=\frac{3}{2\varepsilon+\varepsilon_i}\,
\frac{3(\mathbf d_D\cdot\mathbf e)\mathbf e-\mathbf d_D}{4\pi\varepsilon_0R^3}.
\end{equation}
Multiplying by the factor in (\ref{F}) and inserting the result into (\ref{V}) gives
\begin{equation}
V=\frac{9\varepsilon}{(2\varepsilon+\varepsilon_i)^2}\,
\frac{\mathbf d_D\cdot\mathbf d_A-3(\mathbf d_D\cdot\mathbf e)(\mathbf d_A\cdot\mathbf e)}{4\pi\varepsilon_0R^3}.
\label{gen}
\end{equation}
The minus sign in (\ref{V}) has turned the dipole field into the orientation factor $\kappa$ of (\ref{vac}). For empty cavities,
\begin{equation}
s=\frac{9\varepsilon}{(2\varepsilon+1)^2}.
\label{s}
\end{equation}
This is the leading result for $a_D,a_A\ll R$. Each cavity was treated as if the other did not disturb it.

\subsection{Mutual disturbance of the cavities}

Set $\varepsilon_i=1$. The response of a cavity to an applied field then follows from $C=(E_0-F)a^3$:
\begin{equation}
C=-g\,a^3E_0,\qquad g=\frac{\varepsilon-1}{2\varepsilon+1}.
\end{equation}
A potential $C\cos\theta/r^2$ produces at distance $R$ the field $tC/R^3$, where $t=2$ if the field lies along the joining axis and $t=-1$ if it lies across it. Follow one round trip:
\begin{align}
\text{acceptor responds:}\quad & C_A=-g\,a_A^3E_0,\\
\text{field at donor:}\quad & E_1=tC_A/R^3=-tg\,a_A^3E_0/R^3,\\
\text{donor cavity responds:}\quad & C_D=-g\,a_D^3E_1=tg^2a_D^3a_A^3E_0/R^3,\\
\text{field at acceptor:}\quad & E_2=tC_D/R^3=t^2g^2a_D^3a_A^3E_0/R^6 .
\end{align}
The extra field $E_2$ enters the acceptor cavity with the same factor (\ref{F}) as $E_0$. For either direction the coupling is therefore multiplied by
\begin{equation}
1+c\,g^2\,\frac{a_D^3a_A^3}{R^6}+\dots,\qquad
c=t^2=\begin{cases}4&\text{along the axis}\\1&\text{across it.}\end{cases}
\label{corr}
\end{equation}

The next terms come from higher multipoles. A multipole of order $l$ on one sphere produces a field component of order $l'$ around the other with a strength proportional to $R^{-(l+l'+1)}$. For the path $1\to l'\to l''\to1$ the three transfers give $R^{-(2l'+2l''+5)}$. Relative to the direct transfer, $R^{-3}$, this is $R^{-2(l'+l''+1)}$. The case $l'=l''=1$ reproduces $R^{-6}$, and the next power is $R^{-8}$.

\section{Comparison}

\subsection{When the estimate holds}

Setting $\varepsilon_i=\varepsilon$ in (\ref{gen}) gives $9\varepsilon/(3\varepsilon)^2=1/\varepsilon$. The estimate (\ref{est}) belongs to dipoles with no wall around them, embedded in a medium that continues up to the point source. For empty cavities,
\begin{equation}
s=\frac1\varepsilon\Big(\frac{3\varepsilon}{2\varepsilon+1}\Big)^2 .
\label{gain}
\end{equation}
The bracket equals $3/(2+1/\varepsilon)$. It grows from 1 at $\varepsilon=1$ towards $3/2$ at large $\varepsilon$. The estimate thus has the right power of $\varepsilon$ for a strong dielectric, $s\to 9/(4\varepsilon)$, but its prefactor is too small by a factor approaching $9/4$.

For a weak dielectric, $\varepsilon=1+\delta$ with $\delta\ll1$, the error takes another form. To first order,
\begin{equation}
s=\frac{9(1+\delta)}{(3+2\delta)^2}\approx(1+\delta)\Big(1-\frac{4\delta}{3}\Big)\approx1-\frac{\delta}{3},
\end{equation}
while the estimate gives $1-\delta$. The coupling itself is then nearly right, but its reduction by the medium is overestimated threefold.

Solving Laplace's equation numerically with both walls present, for equal radii $a$, $R=10a$ and dipoles along the axis, gives:
\begin{center}
\begin{tabular}{rccc}
$\varepsilon$ & numerical & eq.~(\ref{s}) & $1/\varepsilon$\\
1 & 1.0000 & 1.0000 & 1.0000\\
2 & 0.7200 & 0.7200 & 0.5000\\
4 & 0.4444 & 0.4444 & 0.2500\\
10 & 0.2041 & 0.2041 & 0.1000\\
80 & 0.0278 & 0.0278 & 0.0125
\end{tabular}
\end{center}
At $\varepsilon=1000$ the numerical gain over $1/\varepsilon$ is 2.248, close to the limit $9/4$. The large values of $\varepsilon$ serve to test the formula. For an optical transition $\varepsilon=n^2$ is about 2 in common solvents, and a static value such as 80 for water does not apply; at 2 eV and $R=3$ nm, $\varepsilon=80$ would also give $n\omega R/c=0.27$, at the edge of the near zone. Filling the cavities also behaves as (\ref{gen}) says. For $\varepsilon=4$ and $\varepsilon_i=1.5$, the numerical solution and the formula both give 0.3989; for $\varepsilon_i=4$ the numerical value is 0.2500, which is $1/\varepsilon$.

\subsection{Where the difference comes from}

The total field is the vacuum Coulomb field of the donor dipole and of all bound charges. Inside the uniform dielectric there is no bound charge density, so the bound charges lie on the two walls. Measured in units of the direct vacuum field at the acceptor, the dipole contributes 1. Together with its own wall it gives $3/(2\varepsilon+1)$, so the donor wall contributes
\begin{equation}
\frac{3}{2\varepsilon+1}-1=-\frac{2(\varepsilon-1)}{2\varepsilon+1}.
\end{equation}
The acceptor wall supplies the rise from the incoming field to the cavity field:
\begin{equation}
\frac{3}{2\varepsilon+1}\Big(\frac{3\varepsilon}{2\varepsilon+1}-1\Big)
=\frac{3(\varepsilon-1)}{(2\varepsilon+1)^2}.
\end{equation}
The donor wall weakens the coupling, and the acceptor wall restores part of it. This division depends on which molecule is called the source; by reciprocity, the coupling does not.

\subsection{A numerical case}

Take $\varepsilon=2$, $R=3.0$ nm, $a_D=0.4$ nm, $a_A=0.5$ nm and a transition energy of 2.0 eV. Both dipoles are $2.0\times10^{-29}$ C\,m, parallel to each other and tilted by $30^\circ$ from the joining axis. These are round model parameters. The orientation factor is
\begin{equation}
\kappa=1-3\cos^2 30^\circ=1-2.25=-1.25,
\end{equation}
and (\ref{vac}) gives $V_0=-1.039$ meV. The outside-field factor is $3/5=0.6$ and the cavity-field factor is $6/5=1.2$, so $s=0.6\times1.2=0.72$. The two answers are
\begin{align}
\text{estimate:}\quad V&=0.50\times(-1.039)\ \text{meV}=-0.519\ \text{meV},\\
\text{solution:}\quad V&=0.72\times(-1.039)\ \text{meV}=-0.748\ \text{meV},
\end{align}
the latter being $-6.03$ cm$^{-1}$. The integrated wall charges, for the field component along the axis, contribute $-0.400$ (donor) and $+0.120$ (acceptor) of the direct field, and $1-0.400+0.120=0.720$.

For weak coupling, the golden rule makes the transfer rate proportional to $V^2$ at given spectral overlap. The estimate therefore misses a factor
\begin{equation}
\Big(\frac{3\varepsilon}{2\varepsilon+1}\Big)^4=1.2^4=2.07
\end{equation}
in the rate. An error of 1.44 in the coupling has become a factor of two. For large $\varepsilon$ the rate factor tends to $(3/2)^4=81/16$, about 5.

This comparison keeps the dipoles $d_D$ and $d_A$ the same in both models. Equation (\ref{gain}) can also be read as the interaction, screened by $1/\varepsilon$, of two effective dipoles $3\varepsilon d/(2\varepsilon+1)$. If the dipoles at hand are already effective ones in this sense, $1/\varepsilon$ is the factor to use with them, and (\ref{s}) would count the walls twice.

\subsection{How close the cavities may come}

The scaling estimate $a_D^3a_A^3/R^6$ for the mutual disturbance agrees with (\ref{corr}), which adds the factor $cg^2$. As $g$ stays below $1/2$, this factor is less than 1 along the axis and less than $1/4$ across it. The coefficients extracted from the numerical solution at $\varepsilon=4$, by extrapolation to large $R$, are $c=3.99$ and $c=0.996$.

For equal cavities and $\varepsilon=2$, the numerical coupling exceeds the law (\ref{s}) by the following percentages of the law's value:
\begin{center}
\begin{tabular}{ccc}
$R/a$ & along axis & across axis\\
2.5 & 0.195 & 0.068\\
3.0 & 0.045 & 0.014\\
4.0 & 0.0057 & 0.0016\\
6.0 & 0.0004 & 0.0001
\end{tabular}
\end{center}
At $R/a=2.5$ and along the axis, the leading term of (\ref{corr}) is $4\times0.2^2/2.5^6$, or 0.066 percent. This is a third of the numerical excess, so the terms beyond $R^{-6}$ dominate there. Even so, for $\varepsilon=2$, $R/a\ge2.5$ and these two orientations, the total stays within two parts in a thousand. It is larger for larger $\varepsilon$ and rises steeply towards contact: along the axis it reaches about 1 percent at $\varepsilon=2$, $R/a=2.1$. Because $c$ differs for the two directions, the correction is not proportional to $\kappa$. For parallel dipoles tilted by $\vartheta$ from the axis, its leading relative size is $g^2(a_D^3a_A^3/R^6)(\sin^2\vartheta-8\cos^2\vartheta)/\kappa$, which becomes large and changes sign near $\kappa=0$. In the numerical case above the relative excess is $2.3\times10^{-6}$.

In that numerical case other assumptions matter more. There $x=n\omega R/c=0.043$. For a dipole in the uniform medium, retardation multiplies the near field by $e^{ix}(1-ix)=1+x^2/2+\dots$ and adds a radiation term, also of relative order $x^2$. Here $x^2$ is about $2\times10^{-3}$, far more than the excess of $2.3\times10^{-6}$. Since $x^2$ grows as $R^2$ while the mutual disturbance falls as $R^{-6}$, the order can be reversed for close cavities. A dipole displaced by $b$ along the axis from its cavity centre also feels the $l=2$ part of the incoming field. Since the dipole field falls as $R^{-3}$, this part has relative size $3b/R$, but most of it is only the change of distance. For an incoming term $\alpha r^l$, a response $\beta r^{-l-1}$ and an inner term $\gamma r^l$, with $r$ in units of the radius, the wall conditions are $\alpha+\beta=\gamma$ and $\varepsilon[l\alpha-(l+1)\beta]=l\gamma$. They give $\gamma/\alpha=f_l=(2l+1)\varepsilon/[(l+1)\varepsilon+l]$, so that $f_1=1.2$ and $f_2=1.25$ at $\varepsilon=2$. With $R$ measured between the dipoles, the coupling departs from (\ref{s}), to first order in $b/R$, by a relative amount of size $3(b/R)(f_2/f_1-1)$, which for $b=0.1$ nm and $R=3$ nm is about 0.4 percent. It is weaker if the acceptor dipole is displaced away from the donor, and stronger if it is displaced towards it. By reciprocity, the same order holds for a displaced donor.

The sharp spherical wall is itself a model. The result rests on empty cavities around fixed dipoles. If the inside is polarizable, one must say which dipoles are kept fixed. For $\varepsilon=4$ and fixed bare dipoles $d_D,d_A$, raising $\varepsilon_i$ from 1 to 1.5 lowers $V/V_0$ from 0.444 to 0.399. But the filling also acts in vacuum, where (\ref{gen}) with $\varepsilon=1$ gives $9/(2+\varepsilon_i)^2=0.735$ instead of 1. Relative to the vacuum coupling of the same filled spheres, the medium therefore gives the factor
\begin{equation}
\varepsilon\Big(\frac{2+\varepsilon_i}{2\varepsilon+\varepsilon_i}\Big)^2=0.543,
\end{equation}
which is larger than 0.444. This is the factor to use with transition dipoles that already include the polarization of the filling in vacuum: the reaction field of the medium enhances them further. Either change is far larger than any effect of the finite distance between the cavities in the table above. The numerical output below gives the values 0.444 and 0.399 with more digits.

\section*{Computed results}
\begin{verbatim}
Screening factor, equal cavities, R = 10 a, dipoles along the axis
  eps   numerical   9eps/(2eps+1)^2   1/eps   (no units)
    1   1.000000    1.000000          1.000000
    2   0.720000    0.720000          0.500000
    4   0.444445    0.444444          0.250000
   10   0.204082    0.204082          0.100000
   80   0.027777    0.027777          0.012500
Gain over 1/eps at eps = 1000 (numerical): 2.2478
eps = 4, cavities filled with 1.5: numerical 0.398892, law 0.398892
eps = 4, cavities filled with 4: numerical 0.250000
R^-6 coefficient c, dipoles along the axis: 3.990
R^-6 coefficient c, dipoles across the axis: 0.996
Excess of numerical coupling over the law, eps = 2, in percent
  R/a    along axis   across axis
  2.5    0.19456      0.06803
  3.0    0.04454      0.01395
  4.0    0.00569      0.00161
  6.0    0.00040      0.00011
Worked example
eps = 2.0, R = 3.0 nm, radii = 0.4 and 0.5 nm
Each dipole: 2.0e-29 C m, tilt 30 degrees
Transition energy: 2.0 eV
Near-zone parameter n omega R / c: 0.0430
Orientation factor kappa: -1.2500
Donor outside-field factor 3/(2eps+1): 0.6000
Acceptor cavity factor 3eps/(2eps+1): 1.2000
Screening factor s: 0.7200
Donor wall part / direct field (numerical): -0.40000
Acceptor wall part / direct field (numerical): 0.12000
V in vacuum: -1.0388 meV
V with 1/eps: -0.5194 meV
V with s: -0.7479 meV = -6.033 cm^-1
V from full two-cavity solution: -0.7479 meV
Relative excess of full solution over law: 2.30e-06
Rate gain over the 1/eps model: 2.0736
\end{verbatim}
